# Coriolis Zeta Matrices and Their Sum Rules for Symmetric Tops

## 1. The physical question

A molecule with a threefold figure axis has doubly degenerate vibrations, whose two components mix under rotation about the axis as \(x\) and \(y\) do. If the two components of one such vibration are excited a quarter period out of phase, the atoms run round small ellipses. The molecule then in general carries angular momentum along its figure axis even when its frame does not turn, and rotation of the frame couples to this motion. How large is this vibrational angular momentum, and how much of it is fixed by masses and geometry alone?

The numbers that answer this are the Coriolis zeta constants. Each depends in general on the force field, but certain sums do not.

## 2. Frame, modes and rigid motions

Take a nonlinear molecule of \(N\) atoms with masses \(m_i\) and total mass \(M\). In the molecule-fixed frame the equilibrium positions are \(\mathbf r_i\), with the centre of mass at the origin and principal axes \(\mathbf e_x,\mathbf e_y,\mathbf e_z\). The equilibrium moments of inertia are \(I_\alpha\). The displacement \(\mathbf u_i\) of atom \(i\) is expanded in normal coordinates:
\[
\mathbf d_i=\sqrt{m_i}\,\mathbf u_i=\sum_k \mathbf l_{ik}Q_k,\qquad \sum_i\mathbf l_{ik}\cdot\mathbf l_{il}=\delta_{kl}.
\]
The vectors \(l_k\), with \(3N\) components, are the eigenvectors of the mass-weighted Hessian \(K\) with positive eigenvalues. There are \(3N-6\) of them.

The other six directions are the rigid motions
\[
\mathbf T_{i\gamma}=\sqrt{\frac{m_i}{M}}\,\mathbf e_\gamma,\qquad
\mathbf R_{i\gamma}=\sqrt{\frac{m_i}{I_\gamma}}\,\mathbf e_\gamma\times\mathbf r_i .
\]
They are orthonormal. The products \(T_\gamma\cdot R_\delta\) contain \(\sum_i m_i\mathbf r_i=0\), and \(R_\gamma\cdot R_\delta\) is the inertia tensor element \(I_{\gamma\delta}\) divided by \(\sqrt{I_\gamma I_\delta}\), which is \(\delta_{\gamma\delta}\) in principal axes.

The equilibrium structure is a stationary point, and so is every rigidly shifted or turned copy of it. Differentiating "gradient = 0" along such a motion gives \(KT_\gamma=KR_\gamma=0\). Eigenvectors of a symmetric matrix with different eigenvalues are orthogonal, so each vibration obeys the Eckart conditions
\[
\sum_i\sqrt{m_i}\,\mathbf l_{ik}=0,\qquad \sum_i\sqrt{m_i}\,\mathbf r_i\times\mathbf l_{ik}=0. \tag{1}
\]

## 3. Definition of zeta and its place in the kinetic energy

Let the frame turn with angular velocity \(\boldsymbol\omega\). An atom has velocity \(\dot{\mathbf u}_i+\boldsymbol\omega\times(\mathbf r_i+\mathbf u_i)\), so the kinetic energy contains the cross term \(\boldsymbol\omega\cdot\mathbf G\) with
\[
\mathbf G=\sum_i m_i(\mathbf r_i+\mathbf u_i)\times\dot{\mathbf u}_i
=\sum_i\sqrt{m_i}\,\mathbf r_i\times\dot{\mathbf d}_i+\sum_i\mathbf d_i\times\dot{\mathbf d}_i .
\]
The first sum vanishes by (1). Inserting the normal coordinates in the second gives
\[
G_\alpha=\sum_{kl}\zeta^\alpha_{kl}Q_k\dot Q_l,\qquad
\boxed{\zeta^\alpha_{kl}=\sum_i(\mathbf l_{ik}\times\mathbf l_{il})_\alpha}. \tag{2}
\]

To pass to momenta, write the kinetic energy as \(\mathcal T=\tfrac12\boldsymbol\omega I\boldsymbol\omega+\boldsymbol\omega\cdot\mathbf G+\tfrac12\sum_l\dot Q_l^2\), with \(I\) the instantaneous inertia tensor. Then
\[
P_l=\frac{\partial\mathcal T}{\partial\dot Q_l}=\dot Q_l+\sum_{\alpha k}\omega_\alpha\zeta^\alpha_{kl}Q_k,\qquad
\mathbf J=\frac{\partial\mathcal T}{\partial\boldsymbol\omega}=I\boldsymbol\omega+\mathbf G .
\]
Define \(\pi_\alpha=\sum_{kl}\zeta^\alpha_{kl}Q_kP_l\) and \(S_{\alpha\beta}=\sum_l\big(\sum_k\zeta^\alpha_{kl}Q_k\big)\big(\sum_m\zeta^\beta_{ml}Q_m\big)\). Substituting \(P_l\) gives \(\boldsymbol\pi=\mathbf G+S\boldsymbol\omega\), hence \(\mathbf J-\boldsymbol\pi=(I-S)\boldsymbol\omega\). Squaring \(P_l\) gives \(\sum_lP_l^2=\sum_l\dot Q_l^2+2\boldsymbol\omega\cdot\mathbf G+\boldsymbol\omega S\boldsymbol\omega\). Therefore
\[
\mathcal T=\tfrac12(\mathbf J-\boldsymbol\pi)(I-S)^{-1}(\mathbf J-\boldsymbol\pi)+\tfrac12\sum_lP_l^2 .
\]
This is the classical form; operator ordering in the quantum form is a separate matter. To leading order in the displacements \((I-S)^{-1}\) is the inverse equilibrium inertia tensor, and the Coriolis coupling is \(-\sum_\alpha J_\alpha\pi_\alpha/I_\alpha\).

## 4. Antisymmetry and matrix form

Since \(\mathbf a\times\mathbf b=-\mathbf b\times\mathbf a\), definition (2) gives at once
\[
\zeta^\alpha_{kl}=-\zeta^\alpha_{lk},\qquad \zeta^\alpha_{kk}=0 .
\]
A single normal mode moves every atom along a straight line through its equilibrium point and so has no vibrational angular momentum. Two modes are needed.

Collect the \(l_k\) as columns of a matrix \(V\), and let \(M^\alpha\) act on each atom separately with the \(3\times3\) matrix \((E^\alpha)_{\mu\nu}=\varepsilon_{\alpha\mu\nu}\). Then
\[
\zeta^\alpha=V^{T}M^\alpha V,\qquad (M^\alpha)^T=-M^\alpha .
\]

## 5. The quadratic sum rule

The name Meal–Polo sum rules is used here for the relations that follow from completeness of vibrations, translations and rotations together:
\[
VV^T=1-\sum_\gamma T_\gamma T_\gamma^T-\sum_\gamma R_\gamma R_\gamma^T . \tag{3}
\]
Insert this into \(\sum_l\zeta^\alpha_{kl}\zeta^\beta_{k'l}=l_k^TM^\alpha\,VV^T\,M^{\beta T}l_{k'}\). There are three contributions.

**Unit matrix.** From \(\sum_\lambda\varepsilon_{\alpha\mu\lambda}\varepsilon_{\beta\nu\lambda}=\delta_{\alpha\beta}\delta_{\mu\nu}-\delta_{\alpha\nu}\delta_{\mu\beta}\),
\[
l_k^TM^\alpha M^{\beta T}l_{k'}=\delta_{\alpha\beta}\delta_{kk'}-\sum_i l_{i\beta,k}\,l_{i\alpha,k'} .
\]

**Translations.** \(M^\alpha\) acts identically on every atom, so \(M^\alpha T_\gamma=\sum_\delta\varepsilon_{\alpha\delta\gamma}T_\delta\) is again a translation. It is orthogonal to \(l_k\) and contributes nothing.

**Rotations.** With \(\mathbf l\times(\mathbf e_\gamma\times\mathbf r)=\mathbf e_\gamma(\mathbf l\cdot\mathbf r)-\mathbf r\,(\mathbf l\cdot\mathbf e_\gamma)\),
\[
l_k^TM^\alpha R_\gamma=\frac1{\sqrt{I_\gamma}}\sum_i\sqrt{m_i}\,\big[\delta_{\alpha\gamma}\,\mathbf l_{ik}\cdot\mathbf r_i-r_{i\alpha}l_{i\gamma,k}\big].
\]
Compare this with the change of the inertia tensor along mode \(k\). Since \(\partial\mathbf u_i/\partial Q_k=\mathbf l_{ik}/\sqrt{m_i}\),
\[
a_k^{\alpha\gamma}=\frac{\partial I_{\alpha\gamma}}{\partial Q_k}=\sum_i\sqrt{m_i}\,\big[2\delta_{\alpha\gamma}\mathbf r_i\cdot\mathbf l_{ik}-l_{i\alpha,k}r_{i\gamma}-r_{i\alpha}l_{i\gamma,k}\big].
\]
The second condition in (1) says that \(\sum_i\sqrt{m_i}\,r_{i\alpha}l_{i\gamma,k}\) is symmetric in \(\alpha,\gamma\). The last two terms are therefore equal, and \(l_k^TM^\alpha R_\gamma=a_k^{\alpha\gamma}/(2\sqrt{I_\gamma})\).

Subtracting the rotational part according to (3) gives
\[
\boxed{\sum_l\zeta^\alpha_{kl}\zeta^\beta_{k'l}=\delta_{\alpha\beta}\delta_{kk'}-\sum_i l_{i\beta,k}l_{i\alpha,k'}-\frac14\sum_\gamma\frac{a_k^{\alpha\gamma}a_{k'}^{\beta\gamma}}{I_\gamma}} \tag{4}
\]
For \(\alpha=\beta\), \(k=k'\) both subtracted terms are non-negative, so \(\sum_l(\zeta^\alpha_{kl})^2\le1\). Motion along the axis \(\alpha\) cannot contribute to angular momentum about it. The inertia term removes the part of \(M^\alpha l_k\) that is a rigid rotation.

## 6. The total over all modes

Let \(P=VV^T\), \(\mathcal Q=1-P\) and \(J_\alpha=\sum_im_ir_{i\alpha}^2\), and let \(\alpha,\beta,\gamma\) be three different axes. Because \(M^\alpha M^{\alpha T}=M^{\alpha T}M^\alpha\),
\[
\sum_{kl}(\zeta^\alpha_{kl})^2=\mathrm{Tr}\,PM^\alpha PM^{\alpha T}
=\mathrm{Tr}\,M^\alpha M^{\alpha T}-2\,\mathrm{Tr}\,\mathcal QM^\alpha M^{\alpha T}+\mathrm{Tr}\,\mathcal QM^\alpha\mathcal QM^{\alpha T}.
\]
The matrix \(M^\alpha M^{\alpha T}\) deletes the \(\alpha\) component on each atom and keeps the other two.

- The first trace is \(2N\).
- Translations give \(-2\cdot2+2=-2\). Mixed translation–rotation terms vanish, since \(M^\alpha\) keeps translations among themselves.
- In the second trace, rotations give \(3-J_\gamma/I_\beta-J_\beta/I_\gamma\), because \((\mathbf e_\beta\times\mathbf r)_\alpha=\pm r_\gamma\), \((\mathbf e_\gamma\times\mathbf r)_\alpha=\pm r_\beta\) and \((\mathbf e_\alpha\times\mathbf r)_\alpha=0\).
- In the third trace, use \((\mathbf a\times\mathbf r)\times(\mathbf b\times\mathbf r)=\mathbf r\,[\mathbf r\cdot(\mathbf a\times\mathbf b)]\). The pair \(R_\beta,R_\gamma\) gives \(\pm J_\alpha/\sqrt{I_\beta I_\gamma}\). Pairs containing \(R_\alpha\) give products of inertia, which are zero. Two orderings make \(2J_\alpha^2/(I_\beta I_\gamma)\).

Now \(I_\beta=J_\alpha+J_\gamma\) and \(I_\gamma=J_\alpha+J_\beta\), so \(J_\gamma/I_\beta=1-J_\alpha/I_\beta\) and \(J_\beta/I_\gamma=1-J_\alpha/I_\gamma\). The sum of all pieces is
\[
2N-4-\frac{2J_\alpha(I_\beta+I_\gamma-J_\alpha)}{I_\beta I_\gamma}.
\]
Here \(J_\alpha(I_\beta+I_\gamma-J_\alpha)=J_\alpha(J_\alpha+J_\beta+J_\gamma)=I_\beta I_\gamma-J_\beta J_\gamma\), and therefore
\[
\sum_{kl}(\zeta^\alpha_{kl})^2=2N-6+\frac{2J_\beta J_\gamma}{I_\beta I_\gamma}. \tag{5}
\]
No force constant appears. For a bent triatomic molecule and the axis normal to its plane, \(J_\alpha=0\), \(I_\beta=J_\gamma\) and \(I_\gamma=J_\beta\), so the total is 2. Each pair of modes is counted twice, so the squares summed over distinct pairs give 1.

## 7. The linear rule for the figure axis

Let the molecule have \(C_{3v}\) symmetry about \(z\), with \(n\) atoms on the axis. Let \(U\) turn a displacement pattern by \(\theta=120^\circ\), moving atoms and displacement vectors together. It commutes with \(K\) and with \(M^z\).

**Orientation of the pairs.** In each degenerate pair \(t\) choose \((l_{ta},l_{tb})\) to turn as \((x,y)\) does:
\[
Ul_{ta}=\cos\theta\,l_{ta}+\sin\theta\,l_{tb},\qquad Ul_{tb}=-\sin\theta\,l_{ta}+\cos\theta\,l_{tb}.
\]
Without this convention the sign of \(\zeta_t=\zeta^z_{ta,tb}\) is undefined, since exchanging the partners reverses it. The combination \(v_t=(l_{ta}+i\,l_{tb})/\sqrt2\) obeys \(Uv_t=e^{-i\theta}v_t\). By antisymmetry
\[
v_t^\dagger M^zv_t=\tfrac12\big(i\zeta^z_{ta,tb}-i\zeta^z_{tb,ta}\big)=i\zeta_t .
\]
Turning the basis within the pair only multiplies \(v_t\) by a phase, so \(\zeta_t\) is unchanged.

**Trace over the whole block.** The projector on all patterns with eigenvalue \(e^{-i\theta}\) is \(\Pi=\frac13\sum_{p=0}^2e^{ip\theta}U^p\). An atom moved to another site has no diagonal block in \(U^p\). For \(p=1,2\) only the \(n\) axial atoms count, each giving \(\mathrm{Tr}\,(C_3^pE^z)=2\sin p\theta\); for \(p=0\) the trace is zero. With \(\sin2\theta=-\sin\theta\) and \(e^{2i\theta}=e^{-i\theta}\),
\[
-i\,\mathrm{Tr}\,\Pi M^z=-\frac{in}{3}\,2\sin\theta\,(e^{i\theta}-e^{-i\theta})=\frac{4n}{3}\sin^2\theta=n .
\]

**Removing rigid motions.** The block contains the vibrations \(v_t\), one translation \((T_x+iT_y)/\sqrt2\) and one rotation \((R_x+iR_y)/\sqrt2\). Their zeta values are
\[
T_x^TM^zT_y=1,\qquad R_x^TM^zR_y=\frac{J_z}{I_x}=1-\frac{I_z}{2I_x},
\]
where \(J_z=\tfrac12(I_x+I_y-I_z)\) and \(I_x=I_y\) were used. Subtracting both from \(n\),
\[
\boxed{\sum_t\zeta_t=n-2+\frac{I_z}{2I_x}} \tag{6}
\]

For a prolate top the figure axis is the \(a\) axis. With rotational constants \(A\propto1/I_z\) and \(B\propto1/I_x\), the last term is \(B/(2A)\). The short form \(\sum_t\zeta_t=B/(2A)\) thus requires \(n=2\). For an oblate top the figure axis is the \(c\) axis, and \(C\) replaces \(A\).

**Eigenvalues for one ring and \(n=2\).** The mirror plane \(xz\) lets each \(l_{ta}\) be chosen even and each \(l_{tb}\) odd. As \(M^z\) is odd under this mirror, \(l_{ta}^TM^zl_{t'a}=l_{tb}^TM^zl_{t'b}=0\). Commutation with \(U\) gives \(l_{tb}^TM^zl_{t'a}=-l_{ta}^TM^zl_{t'b}\). Hence \(Z_{tt'}=\zeta^z_{ta,t'b}\) is the real symmetric matrix of \(-iM^z\) between the \(v_t\).

On one atom, \(-iE^z\) has eigenvalues \(+1,-1,0\) for \(\mathbf e_x+i\mathbf e_y\), \(\mathbf e_x-i\mathbf e_y\) and \(\mathbf e_z\). The five-dimensional block has one pattern of each kind on the ring and one \(+1\) pattern on each axial atom.

- The \(-1\) pattern is purely vibrational: the in-plane parts of the rigid translation and rotation are both proportional to \(\mathbf e_x+i\mathbf e_y\). It gives eigenvalue \(-1\).
- The three-dimensional \(+1\) space contains at least one pattern orthogonal to the two rigid motions. It gives eigenvalue \(+1\).
- The trace (6) makes the third eigenvalue \(I_z/(2I_x)\).

## 8. Worked example: a prolate ZXY₃ model

The masses are \(m_X=10\), \(m_Z=20\), \(m_Y=2\) u. The bonds are XZ = 1.40 Å and XY = 1.10 Å, and the angle ZXY is 110°. Both stretching constants are 5.00 aJ/Å², and the ZXY and YXY bending constants are 0.80 and 0.50 aJ/rad².

Only the ring contributes to the moment about the figure axis:
\[
I_z=3(2.0)(1.10\sin110^\circ)^2=6.411\ \mathrm{u\,Å^2},\qquad I_x=24.847\ \mathrm{u\,Å^2}.
\]
These give \(A=2.630\) and \(B=0.678\ \mathrm{cm^{-1}}\). Rule (6) with \(n=2\) predicts
\[
\sum_t\zeta_t=2-1-0.8710=\frac{6.411}{2(24.847)}=0.1290 .
\]

The mode vectors, obtained by diagonalizing the Hessian, give E wavenumbers 867, 1015 and 2338 cm⁻¹ and
\[
Z=\begin{pmatrix}0.2781&-0.0402&0.4793\\-0.0402&-0.4500&0.7693\\0.4793&0.7693&0.3009\end{pmatrix}.
\]
The signs of the off-diagonal elements depend on the free overall sign of each pair \((l_{ta},l_{tb})\); the diagonal elements and the eigenvalues do not. The trace is \(0.2781-0.4500+0.3009=0.1290\), and the eigenvalues are \(-1\), 0.1290 and 1. The middle mode has negative \(\zeta_t\): its vibrational angular momentum is opposite in sense to the circulation of \((Q_a,Q_b)\).

Take \(k=k'\) as the component \(l_{ta}\) of the lowest E mode. The three non-degenerate modes and the other \(l_{t'a}\) are even under the mirror \(xz\), as \(l_{ta}\) is, and \(M^z\) is odd, so only the \(l_{t'b}\) contribute to the sum over \(l\), which is the sum of squares of the first row of \(Z\). Rule (4) with \(\alpha=\beta=z\) then reads
\[
0.2781^2+0.0402^2+0.4793^2=0.3087=1-0.6123-0.0790 .
\]
The subtracted terms are the motion along \(z\) and the inertia term. For the total, \(J_x=J_y=I_z/2\) turns (5) into \(2(5)-6+2(0.1290)^2=4.0333\), as found from the mode vectors.

Doubling the ZXY bending constant changes the three \(\zeta_t\), in order of wavenumber, to \(-0.326\), 0.136 and 0.319. Their sum remains 0.129. Restoring that constant and raising \(m_Y\) to 4 u gives 0.260, \(-0.561\) and 0.489, with sum 0.188, equal to the new \(B/(2A)\).

The numerical check also covers tops with \(n=0,1,3\), whose sums are \(-1.237\), \(-0.238\) and 1.076, and tests (4) and (5) on a cluster without symmetry.

## 9. Where the rules apply

The derivation needs a nonlinear equilibrium structure. In a linear molecule one rotation vector is missing and (3) changes. For eigenvectors of the Hessian as it stands it also needs a stationary point, because elsewhere the Hessian need not annihilate rotations and (1) can fail. The proofs of (4) and (5) use only orthonormality, (1) and (3), so they hold at any nonlinear geometry once translations and rotations are projected out of the Hessian; (6) then holds too if the geometry keeps its symmetry. At a saddle point the modes with negative eigenvalues must be kept in the set, since (3) requires all \(3N-6\) vectors.

Rule (6) runs over every E pair, so an incomplete set of modes does not test it. Finally, the rules concern harmonic mode vectors. Effective constants fitted to a spectrum may absorb anharmonic and higher-order rotational effects, and these proofs do not bind them.

## Computed values

```
masses X, Z, Y (u): 10.0  20.0  2.0
bond lengths XZ, XY (angstrom): 1.40  1.10
angle ZXY (degree): 110.0
stretch constants XZ, XY (aJ/angstrom^2): 5.00  5.00
bend constants ZXY, YXY (aJ/rad^2): 0.80  0.50
I_z, I_x (u angstrom^2): 6.41074  24.84672
A, B (cm^-1): 2.62959  0.67847
A1 wavenumbers (cm^-1): 831.5  1360.6  2165.0
E wavenumbers, t=1,2,3 (cm^-1): 867.2  1014.6  2337.7
E-block matrix zeta^z(ta,t'b), dimensionless:
  row t=1: 0.278116  -0.040192  0.479287
  row t=2: -0.040192  -0.449966  0.769301
  row t=3: 0.479287  0.769301  0.300856
sum of zeta_t from mode vectors: 0.12900581
B/(2A): 0.12900581
eigenvalues of E-block matrix: -1.000000  0.129006  1.000000
trace over all E displacements: 2.000000
translation pair zeta: 1.000000
rotation pair zeta: 0.870994
quadratic rule for axis z, mode ta (dimensionless):
  t=1: sum zeta^2 0.308680, z-overlap 0.612326, inertia term 0.078994
  t=2: sum zeta^2 0.795908, z-overlap 0.180771, inertia term 0.023321
  t=3: sum zeta^2 0.912054, z-overlap 0.077897, inertia term 0.010049
sum over all k,l of (zeta^z_kl)^2: 4.033285
ZXY bend constant raised to (aJ/rad^2): 1.60
  E wavenumbers (cm^-1): 991.4  1247.0  2352.7
  zeta_t: -0.326103  0.136322  0.318786
  sum: 0.12900581
Y mass raised, first bend constant restored (u): 4.0
  zeta_t: 0.260235  -0.561336  0.488676
  sum: 0.18757551, B/(2A): 0.18757551
other C3v tops: axial atoms, I_z/I_x, sum of zeta_t, rule
  0  1.526121  -1.236940  -1.236940
  1  1.523810  -0.238095  -0.238095
  3  0.152366  1.076183  1.076183
asymmetric cluster, moments (u angstrom^2): 7.9761  19.5172  25.5502
quadratic rule, largest error below 1e-8: True
```
